\section*{Threshold shift from a Poisson number of traps with exponential shifts}

\section{Definitions and conventions}

A memory cell holds $N$ charged traps. Each raises the threshold voltage, and $S$ is the total rise relative to the same cell without trapped charge. The model assumes the following.
\begin{itemize}
\item $N$ is a Poisson variable of mean $\lambda$: $P(N=n)=e^{-\lambda}\lambda^n/n!$.
\item Trap $i$ gives a shift $X_i\ge 0$ with density $e^{-s/\eta}/\eta$, so its mean is $\eta$. The $X_i$ are independent of each other and of $N$.
\item The shifts add, $S=X_1+\dots+X_N$, with $S=0$ when $N=0$.
\item All charges have one sign, and the cell is viewed at one instant.
\end{itemize}
I use the reduced shift $x=s/\eta$ and write the law of $S$ as
\begin{equation}
p(s)=P_0\,\delta(s)+\frac1\eta f(s/\eta).
\label{form}
\end{equation}
The point mass counts with its full weight $P_0$ in any integral that starts at $s=0$. The function $f$ is the continuous part, defined for $x>0$. The modified Bessel functions are
\begin{equation}
I_m(z)=\sum_{k=0}^\infty\frac{(z/2)^{2k+m}}{k!\,(k+m)!},\qquad z=2\sqrt{\lambda x}.
\label{bessel}
\end{equation}

\section{A fixed number of traps}

For one trap the reduced density is $g_1(x)=e^{-x}$. Adding a trap convolves the density with $e^{-x}$. Suppose that for $n$ traps
\begin{equation}
g_n(x)=\frac{x^{n-1}e^{-x}}{(n-1)!}.
\label{gamma}
\end{equation}
This holds for $n=1$. If it holds for $n$, then
\begin{align}
g_{n+1}(x)&=\int_0^x g_n(u)\,e^{-(x-u)}\,du\nonumber\\
&=\frac{e^{-x}}{(n-1)!}\int_0^x u^{n-1}du=\frac{x^n e^{-x}}{n!},
\end{align}
because $e^{-u}e^{u}=1$ inside the integral. This is (\ref{gamma}) with $n+1$ in place of $n$, so the formula holds for all $n\ge1$.

Limit $x\to0$: $g_n$ vanishes as $x^{n-1}$ for $n\ge2$, while $g_1\to1$. In this limit, nonzero shifts therefore come almost only from cells with a single trap.

\section{A Poisson number of traps}

Now average over $N$. The term $n=0$ gives $S=0$ with probability $P_0=e^{-\lambda}$. The other terms give
\begin{equation}
f(x)=\sum_{n=1}^\infty e^{-\lambda}\frac{\lambda^n}{n!}\,\frac{x^{n-1}e^{-x}}{(n-1)!}
=\lambda e^{-\lambda-x}\sum_{k=0}^\infty\frac{(\lambda x)^k}{k!\,(k+1)!},
\label{series}
\end{equation}
with $n=k+1$. From (\ref{bessel}) with $m=1$ and $z/2=\sqrt{\lambda x}$,
\begin{equation}
I_1(z)=\sqrt{\lambda x}\,\sum_{k=0}^\infty\frac{(\lambda x)^k}{k!\,(k+1)!}.
\end{equation}
The sum in (\ref{series}) is thus $I_1(z)/\sqrt{\lambda x}$, and $\lambda/\sqrt{\lambda x}=\sqrt{\lambda/x}$. The result is
\begin{equation}
p(s)=e^{-\lambda}\delta(s)+\frac{e^{-\lambda-x}}{\eta}\sqrt{\frac{\lambda}{x}}\;I_1\!\left(2\sqrt{\lambda x}\right),\quad x=\frac s\eta .
\label{main}
\end{equation}

Three limits follow from (\ref{series}).
\begin{itemize}
\item Weight: each $g_n$ integrates to 1 and all terms are positive, so $\int_0^\infty f\,dx=\sum_{n\ge1}P(N=n)=1-e^{-\lambda}$. The continuous part alone is not normalized to 1; the point mass supplies the rest.
\item Small shift: $f(0^+)=\lambda e^{-\lambda}$, the probability of one trap times $g_1(0)$. The factor $x^{-1/2}$ in (\ref{main}) causes no divergence, since $I_1(z)\approx\sqrt{\lambda x}$ there.
\item Few traps: for $\lambda\to0$ at fixed $x$, $f\to\lambda e^{-x}$, the single-trap law times the probability that a trap is present.
\end{itemize}

\section{Transform and moments}

The Laplace transform gives a second route to the same law. For one trap
\begin{equation}
E\,e^{-\theta X/\eta}=\int_0^\infty e^{-(1+\theta)x}dx=\frac1{1+\theta}.
\end{equation}
For $n$ independent traps this is raised to the power $n$, and the average over $N$ is an exponential series:
\begin{equation}
E\,e^{-\theta S/\eta}=e^{-\lambda}\sum_{n=0}^\infty\frac1{n!}\Big(\frac{\lambda}{1+\theta}\Big)^n
=\exp\!\Big(-\frac{\lambda\theta}{1+\theta}\Big).
\label{laplace}
\end{equation}
As $\theta\to\infty$ every positive shift is suppressed and $e^{-\lambda}$ remains, which is again the point mass. Numerical integration of (\ref{main}), point mass included, was tested against (\ref{laplace}) for $\lambda=0.5$, $2.4$ and $12$ with $\theta=0$, $0.3$ and $2$; the two agree within $10^{-8}$.

Set $\theta=-t\eta$ with $|t\eta|<1$. Then
\begin{equation}
\ln E\,e^{tS}=\frac{\lambda t\eta}{1-t\eta}=\lambda\sum_{m=1}^\infty (t\eta)^m .
\end{equation}
The cumulant $\kappa_m$ is the coefficient of $t^m/m!$, so $\kappa_m=m!\,\lambda\eta^m$. Hence
\begin{equation}
M=\lambda\eta,\qquad V=2\lambda\eta^2,\qquad
\frac{\kappa_3}{V^{3/2}}=\frac{6\lambda\eta^3}{(2\lambda\eta^2)^{3/2}}=\frac{3}{\sqrt{2\lambda}}
\end{equation}
for the mean, variance and skewness. Half of the variance comes from the count and half from the spread of single shifts: with all shifts equal to $\eta$ it would be $\lambda\eta^2$. Solving for the parameters,
\begin{equation}
\eta=\frac{V}{2M},\qquad \lambda=\frac{2M^2}{V}.
\label{invert}
\end{equation}
The model then predicts a zero-shift fraction $\exp(-2M^2/V)$ with no free parameter left, which gives data a way to contradict it.

Limit of many traps: the standardized cumulants $\kappa_m/V^{m/2}=m!\,2^{-m/2}\lambda^{1-m/2}$ vanish for $m\ge3$ as $\lambda\to\infty$. The law becomes Gaussian at a fixed number of standard deviations from the mean. This says nothing about the far tail at moderate $\lambda$.

\section{Probability of exceeding a margin}

For $n$ traps the probability of exceeding $x$ is
\begin{equation}
\int_x^\infty g_n(u)\,du=\sum_{k=0}^{n-1}\frac{x^k e^{-x}}{k!}.
\label{erlang}
\end{equation}
Both sides equal 1 at $x=0$. The derivative of the right side is $\sum_{k=1}^{n-1}x^{k-1}e^{-x}/(k-1)!-\sum_{k=0}^{n-1}x^ke^{-x}/k!$, which telescopes to $-x^{n-1}e^{-x}/(n-1)!=-g_n$, the derivative of the left side.

The right side of (\ref{erlang}) is $P(K<n)$ for a Poisson variable $K$ of mean $x$. Taking $K$ independent of $N$ and averaging over $N$,
\begin{equation}
P(S>s)=P(N>K).
\label{race}
\end{equation}
The question about a continuous voltage has become a comparison of two Poisson counts, one of mean $\lambda$ and one of mean $x$. The complement is the sum over $m=K-N\ge0$:
\begin{align}
P(S\le s)&=e^{-\lambda-x}\sum_{m=0}^\infty\sum_{n=0}^\infty\frac{\lambda^n x^{n+m}}{n!\,(n+m)!}\nonumber\\
&=e^{-\lambda-x}\sum_{m=0}^\infty\Big(\frac x\lambda\Big)^{m/2}I_m(z),
\end{align}
since $\lambda^nx^{n+m}=(x/\lambda)^{m/2}(\lambda x)^{n+m/2}$. At $x=0$ only $m=0$ contributes and the sum gives $e^{-\lambda}$, as it must.

\section{Shape of the continuous part}

Write $f(x)=\lambda e^{-\lambda-x}h(\lambda x)$ with $h(y)=\sum_k y^k/[k!(k+1)!]=I_1(2\sqrt y)/\sqrt y$. The product of $I_1$ over the positive zeros $j_r$ of the ordinary Bessel function $J_1$ is $I_1(z)=(z/2)\prod_r(1+z^2/j_r^2)$, so
\begin{equation}
h(y)=\prod_r\Big(1+\frac{4y}{j_r^2}\Big),\qquad
(\ln h)''=-\sum_r\frac{(4/j_r^2)^2}{(1+4y/j_r^2)^2}<0 .
\end{equation}
Thus $\ln f$ is concave and $f$ has at most one peak. Differentiating the series gives $h'(y)=\sum_k y^k/[k!(k+2)!]=I_2(2\sqrt y)/y$, and
\begin{equation}
\frac{d\ln f}{dx}=\lambda\frac{h'(\lambda x)}{h(\lambda x)}-1=\sqrt{\frac\lambda x}\,\frac{I_2(z)}{I_1(z)}-1 .
\label{slope}
\end{equation}
At $x\to0$, $h=1$ and $h'=1/2$, so the slope starts at $\lambda/2-1$. It decreases steadily to $-1$ at large $x$. If $\lambda\le2$, the continuous part falls from the start. If $\lambda>2$, it has one interior peak where (\ref{slope}) vanishes. A grid search confirms the change: the maximum lies at the first grid point for $\lambda=1.9$ and in the interior for $\lambda=2.1$.

\section{The far tail}

Let $x\to\infty$ at fixed $\lambda$. Then $I_1(z)\approx e^z/\sqrt{2\pi z}$ and $-\lambda-x+2\sqrt{\lambda x}=-(\sqrt x-\sqrt\lambda)^2$. With $\sqrt{2\pi z}=2\sqrt\pi(\lambda x)^{1/4}$,
\begin{equation}
f(x)\approx\frac{\lambda^{1/4}x^{-3/4}}{2\sqrt\pi}\,e^{-(\sqrt x-\sqrt\lambda)^2}.
\end{equation}
The exponent decreases at the rate $1-\sqrt{\lambda/x}$ per unit $x$. Integrating by parts once divides $f$ by this rate and leaves a remainder smaller by a factor of order $1/x$:
\begin{equation}
P(S>s)\approx\frac{\lambda^{1/4}x^{-3/4}}{2\sqrt\pi\,\big(1-\sqrt{\lambda/x}\big)}\,e^{-(\sqrt x-\sqrt\lambda)^2}.
\label{tail}
\end{equation}
The Bessel function adds a correction of relative order $1/\sqrt{\lambda x}$, which dominates once $x$ is large enough. For $\lambda=2.4$ the error of (\ref{tail}), relative to (\ref{race}), is 7.9\%, 2.2\% and 0.8\% at $x=25$, 100 and 400.

What does a cell with a large shift look like? By (\ref{series}), the probability of $n$ traps given $S=s>0$ is proportional to $y^n/[n!(n-1)!]$ with $y=\lambda x$. The normalizing sum is $\sqrt y\,I_1(z)$. Multiplying the terms by $n$ gives $\sum_{n\ge1} y^n/[(n-1)!]^2=y\,I_0(z)$, so
\begin{equation}
E(N\,|\,S=s)=\sqrt{\lambda x}\;\frac{I_0(z)}{I_1(z)} .
\label{condn}
\end{equation}
This tends to 1 as $x\to0$, in agreement with the single-trap limit, and approaches $\sqrt{\lambda x}$ at large $x$. The shift per trap then grows as $\eta\sqrt{x/\lambda}$. A large total is shared between more traps and larger single shifts.

Multiplying by $n(n-1)$ instead gives $\sum_{n\ge2}y^n/[(n-1)!(n-2)!]=y\sqrt y\,I_1(z)$, and therefore
\begin{equation}
E[N(N-1)\,|\,S=s]=\lambda x .
\label{pairs}
\end{equation}

\section{Partly filled traps}

Let there be a Poisson number of trap sites of mean $\mu$, each filled with its own probability. Draw these probabilities independently from site to site and independently of the shifts, with mean $q$. One site contributes the factor $1-q+q/(1+\theta)=1-q\theta/(1+\theta)$ to the transform. The Poisson average gives $\exp[-\mu q\,\theta/(1+\theta)]$, which is (\ref{laplace}) with $\lambda=\mu q$. The law keeps its form, and $\lambda$ is the mean number of filled traps.

A simulation of 400\,000 cells, with $\mu q=2.4$, $\eta=30$ mV and filling probabilities uniform between 0.3 and 0.9, gave a zero-shift fraction of 0.0912 against $e^{-2.4}=0.0907$. Its mean and variance, put into (\ref{invert}), returned $\lambda=2.39$ and $\eta=30.2$ mV.

The argument fails if $\lambda$ itself varies from cell to cell. For a random mean $\Lambda$ with average $\lambda$ and relative standard deviation $c$, the variance is $2\lambda\eta^2+\eta^2c^2\lambda^2$, larger by the fraction $c^2\lambda/2$.

\section{A charge-trap cell}

Take a planar silicon cell of $40\times40$ nm$^2$, equivalent oxide thickness 10 nm, with traps in a 4 nm tunnel oxide. The charged-trap density is $1.5\times10^{11}$ cm$^{-2}$, so
\begin{equation}
\lambda=1.5\times10^{11}\times(40\times10^{-7})^2=2.4 .
\end{equation}
One electron spread over the cell area at the channel would shift the threshold by $et/(\varepsilon A)=29$ mV, with $t$ the equivalent thickness, $A$ the area and $\varepsilon$ the permittivity of the oxide. The effect falls linearly with distance from the channel, to 0.6 of this value at 4 nm, and averages 23 mV. I choose $\eta=30$ mV, which is of this size; the exponential form is an assumption.

The zero-shift fraction is 9.1\%. The density starts at $2.4\times0.0907/30=0.0073$ per mV and, as $\lambda>2$, rises to a peak, here at 17 mV. The mean is $2.4\times30=72$ mV, the standard deviation $30\sqrt{4.8}=66$ mV and the skewness 1.4.

For a margin of 500 mV, $x=16.67$ and $z=12.65$. Equation (\ref{race}) gives
\begin{equation}
P(S>500\ \mathrm{mV})=1.0\times10^{-4},
\end{equation}
or 100 cells per million. A Fourier calculation that starts from the single-trap exponential on a 0.5 mV grid, without the Bessel formula, agrees within 0.01\%. In (\ref{tail}) the exponent is $-(4.082-1.549)^2=-6.42$ and the prefactor 0.069, which gives $1.1\times10^{-4}$, 12\% too high.

A Gaussian of equal mean and variance puts the margin 6.5 standard deviations out and predicts $4\times10^{-11}$, too low by a factor of more than a million. By (\ref{condn}), a cell at the margin has 6.6 traps on average, 2.7 times the mean number. Dividing 500 mV by this average number gives 76 mV per trap, 2.5 times $\eta$. The two factors multiply to $500/72=6.9$.

\section{The model beside a real cell}

These parameters are illustrative, chosen to represent a small planar charge-trap cell after electrical stress; other geometries need their own $\lambda$ and $\eta$. One assumption that can fail in a real device is that the filled traps stay filled. An electron at depth $d$ tunnels out in a time of order $\tau_0e^{2\kappa d}$ if empty silicon states are available. With $\tau_0=10^{-13}$ s, a barrier of 3.2 eV and mass $0.4\,m_e$, $\kappa=5.8$ nm$^{-1}$. If the emptying is treated as a sharp front, then after a time $T$ traps down to $d=\ln(T/\tau_0)/(2\kappa)$ are empty: 2.0 nm after 1 ms and 3.6 nm after one day, leaving $\lambda=1.2$ and 0.26. With the mean shift of a trap falling linearly with its depth, the probability of exceeding 500 mV after 1 ms is 0.012 times the $1.0\times10^{-4}$ found above for the basic model. This estimate ignores the tilt of the barrier; with a uniform oxide field of 4 MV/cm the factor 0.012 becomes 0.007 or 0.016, depending on the direction of the field. With the gradual survival probability $\exp[-T/\tau(d)]$, where $\tau(d)$ is the tunnelling time, in place of the sharp front, $\lambda$ becomes 1.18 and 0.23 without field, and the factors 0.012, 0.007 and 0.016 become 0.010, 0.006 and 0.014. The field also moves the trap levels against the silicon states by 0.4 eV per nm of depth, which changes where empty states are available; that effect is not included. Traps well below the Fermi level stay mostly filled and escape this loss.

The other corrections, applied one at a time with all else fixed, multiply $P(S>500\ \mathrm{mV})$ as follows.
\begin{itemize}
\item A gamma-distributed cell-to-cell spread of $\lambda$ with $c=0.2$: 1.37, although the variance grows by only $0.04\times2.4/2=4.8\%$.
\item Traps uniform in depth, with the mean shift at each depth scaled linearly and the overall mean held at $\eta$: 1.33.
\item Single-shift exponential truncated at 300 mV and renormalized: 0.89. If larger shifts are instead set equal to 300 mV: 0.95.
\item Gaussian read noise of 10 mV: 1.03. The same noise turns the point mass into a peak of that width, so the zero-shift fraction must be read from the weight of a peak that overlaps the continuous part.
\item Heating from 300 K to 358 K, for traps 0.10 eV below a fixed Fermi level and without level degeneracy: filling falls from 0.980 to 0.962, $\lambda$ to 2.36, and the factor is 0.92. With a twofold degenerate filled level the factor is 0.96. A single offset for all depths presumes no field in the oxide.
\end{itemize}
The tail responds strongly to small changes of $\lambda$. Differentiating the exponent of (\ref{tail}) gives $\partial\ln P/\partial\ln\lambda\approx\sqrt{\lambda x}-\lambda=3.9$ at the margin, before the smaller contribution of the prefactor.

Additivity is doubtful when two traps lie close together. A cell has on average 0.13 pairs closer than 5 nm in the plane of the cell, out of $\lambda^2/2=2.88$ pairs in all. At the margin, (\ref{pairs}) gives $\lambda x/2=20$ pairs. If positions are independent of the shifts, the expected number of close pairs among these 20 is about $0.13\times20/2.88=0.9$. The cells that set the tail therefore have more close pairs than an average cell, and simple addition is less secure in them; the resulting change of the probability is not computed here. The oxide field at a 4 V read bias, taken across the full equivalent thickness, is 4 MV/cm, below the rough 10 MV/cm at which silicon dioxide breaks down.

The value $10^{-4}$ belongs to the chosen $\eta=30$ mV and to exponential single shifts, in a cell whose traps remain filled. It depends strongly on both choices. With the electrostatic average of 23 mV as $\eta$, (\ref{race}) gives only about $3\times10^{-6}$. If every trap gave exactly 30 mV, the margin would be exceeded only with 17 or more traps, which has probability $9\times10^{-10}$. An estimate for a real cell therefore needs a measured $\eta$ and a measured law of single shifts, and it does not apply to a cell that has been left to discharge.

\section*{Numbers as computed}
\begin{verbatim}
cell side: 40 nm
equivalent oxide thickness: 10 nm
tunnel oxide: 4 nm
charged-trap density: 1.50e+11 cm^-2
mean trap number lambda: 2.400
mean single shift eta: 30.0 mV
charge-sheet shift, charge at channel: 29.0 mV
charge-sheet shift, depth average: 23.2 mV
zero-shift probability: 0.09072
simulated zero-shift fraction: 0.09117
density at 0+: 0.00726 per mV
peak of continuous part: 16.56 mV
mean shift: 72.0 mV
standard deviation: 65.7 mV
skewness: 1.369
lambda from simulated moments: 2.389
eta from simulated moments: 30.17 mV
P(S > 100 mV): 2.7155e-01
P(S > 300 mV): 7.3301e-03
margin: 500 mV, reduced x: 16.667
Bessel argument z at margin: 12.649
P(S > margin): 9.9662e-05
same, lattice Fourier: 9.9665e-05
same, tail formula: 1.1199e-04
same, Gaussian of equal moments: 3.71e-11
cells above margin per million: 99.7
mean trap number at S = margin: 6.59
shift per trap there: 75.9 mV
tail-formula relative error, x = 25, 100, 400: 0.0787, 0.0223, 0.0083
Neglected effects, as factors on P(S > margin):
 density spread 20 %: 1.374
 trap depth, same mean shift: 1.326
 single shifts capped at 300 mV: 0.891
 read noise 10 mV rms: 1.025
 358 K instead of 300 K: 0.924
 emission for 1 ms, if allowed: 0.0118
trap level below Fermi level: 0.10 eV
filling at 300 K, 358 K: 0.9795, 0.9624
lambda at 358 K: 2.358
tunnel barrier: 3.2 eV, mass: 0.4 m_e
attempt time: 1e-13 s
tunnel decay constant kappa: 5.80 nm^-1
emptied depth, 1 ms, 1 day: 1.99, 3.56 nm
lambda left, 1 ms, 1 day: 1.21, 0.26
mean pairs closer than 5 nm: 0.126
oxide field at 4 V read: 4.0 MV/cm
\end{verbatim}
